# Judd–Ofelt selection rules and the 0–0 line of Eu³⁺: test program

```python
# Judd-Ofelt selection rules and J mixing for Eu3+ 5D0-7F0 (energies in cm^-1).
# Claim: with an odd field V=sum A_tp r^t C^t_p and closure over 4f^(N-1)l' at energy Delta,
# the dipole D_q=sum r C^1_q becomes sum X^lam_qQ U^lam_Q with lam=2,4,6 only, and
# S=sum Omega_lam |<f||U^lam||i>|^2, Omega_lam=(2lam+1) sum |A_tp|^2 Xi(t,lam)^2/(2t+1).
# An even field sum B_kq C^k_q gives the 0-0 amplitude
# sum_lam <3||C^lam||3> K_lam/(2lam+1) sum_Q conj(B_lamQ) X^lam_qQ,
# K_lam=sum_g u_gF u_gD [1/(E_F-E_g)+1/(E_D-E_g)], u_ga=<g,J=lam||U^lam||a,J=0>.
# A channel maps l' -> (Delta, <f|r|l'>, {t: <l'|r^t|f>}).
import numpy as np
from itertools import combinations
from functools import lru_cache
from math import factorial, pi, sqrt
from scipy import sparse, constants as cst
from scipy.linalg import eigh
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_6j

w3 = lru_cache(None)(lambda *a: float(wigner_3j(*a)))
w6 = lru_cache(None)(lambda *a: float(wigner_6j(*a)))
xs, ws = np.polynomial.legendre.leggauss(20)
TS = (1, 3, 5, 7)

def theta(l, m):
    a = abs(m)
    n = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))
    return n*lpmv(a, l, xs)*((-1)**a if m < 0 else 1)

@lru_cache(None)
def cmat(l1, k, q, l2):  # <l1 m|C^k_q|l2 m'> by quadrature
    c = np.zeros((2*l1+1, 2*l2+1))
    for m2 in range(-l2, l2+1):
        if abs(m2+q) <= l1:
            c[m2+q+l1, m2+l2] = 2*pi*sqrt(4*pi/(2*k+1))*np.sum(
                ws*theta(l1, m2+q)*theta(k, q)*theta(l2, m2))
    c[abs(c) < 1e-12] = 0
    return c

def redC(a, k, b): return (-1)**a*sqrt((2*a+1)*(2*b+1))*w3(a, k, b, 0, 0, 0)
def umat(lam, Q):
    return np.array([[(-1)**(3-m)*w3(3, lam, 3, -m, Q, n) for n in range(-3, 4)] for m in range(-3, 4)])
def herm(A):
    out = dict(A)
    out.update({(t, -p): (-1)**p*np.conj(v) for (t, p), v in A.items() if p > 0})
    return out
def vodd(A, R, a, b): return sum(v*R[t]*cmat(a, t, p, b) for (t, p), v in A.items())
def explicit(A, ch, q, Ei=0., Ef=0.):  # direct sum over intermediate orbitals
    return sum(-r*cmat(3, 1, q, l) @ vodd(A, R, l, 3)/(D-Ei) - r*vodd(A, R, 3, l) @ cmat(l, 1, q, 3)/(D-Ef)
               for l, (D, r, R) in ch.items())
def xi(t, lam, ch, Ei=0., Ef=0.):
    return sum(w6(1, t, lam, 3, 3, l)*redC(3, 1, l)*redC(l, t, 3)*r*R[t]*(1/(D-Ei)+(-1)**lam/(D-Ef))
               for l, (D, r, R) in ch.items())
def X(A, ch, lam, q, Q, Ei=0., Ef=0.):
    return -(-1)**abs(Q+lam)*(2*lam+1)*sum(w3(1, t, lam, q, Q-q, -Q)*A.get((t, Q-q), 0)*xi(t, lam, ch, Ei, Ef)
                                           for t in TS)
def omega(A, ch, lam, Ei=0., Ef=0.):
    return (2*lam+1)*sum(abs(v)**2*xi(t, lam, ch, Ei, Ef)**2/(2*t+1) for (t, p), v in A.items())

def make_op(dets, n):  # one-body operators between Slater determinants
    index = {d: i for i, d in enumerate(dets)}
    tab = []
    for c, d in enumerate(dets):
        for j in range(n):
            if d >> j & 1:
                d1 = d ^ (1 << j)
                s1 = (d1 & ((1 << j)-1)).bit_count()
                for i in range(n):
                    if not d1 >> i & 1:
                        r = index.get(d1 | (1 << i))
                        if r is not None:
                            tab.append((r, c, i, j, 1-2*((s1+(d1 & ((1 << i)-1)).bit_count()) % 2)))
    R, C, I, J, S = np.array(tab).T
    def op(h):
        hh = np.zeros((n, n), dtype=h.dtype); hh[:len(h), :len(h)] = h
        v = S*hh[I, J]; k = v != 0
        return sparse.csr_matrix((v[k], (R[k], C[k])), shape=(len(dets),)*2)
    return op

I2, I7 = np.eye(2), np.eye(7)
sp_ = lambda h: np.kron(h, I2)
lz = np.diag(np.arange(-3., 4)); lp = np.diag([sqrt(12-m*(m+1)) for m in range(-3, 3)], -1)
sz = np.diag([.5, -.5]); su = np.array([[0., 1], [0, 0]])
ls = np.kron(lz, sz)+.5*(np.kron(lp, su.T)+np.kron(lp.T, su))
F = {2: 80000., 4: 60000., 6: 40000.}; zeta = 1300.
def coulomb(op):  # constants dropped: the one-electron self term is a scalar, checked here
    H = 0
    for k in F:
        own = sum(cmat(3, k, q, 3) @ cmat(3, k, q, 3).T for q in range(-k, k+1))
        assert np.allclose(own, own[0, 0]*I7, atol=1e-11)
        for q in range(-k, k+1):
            T = op(sp_(cmat(3, k, q, 3))); H = H+0.5*F[k]*(T @ T.T)
    return H

# one-electron recoupling, all ranks, unequal denominators, random field, d and g channels
rng = np.random.default_rng(1)
Ar = herm({(t, p): 0.3*(rng.normal()+(1j*rng.normal() if p else 0)) for t in TS for p in range(t+1)})
def chan(s): return {2: (1e5*s, 1.0, {1: 1., 3: .9, 5: .8, 7: .7}), 4: (2e5*s, 0.6, {1: .5, 3: .6, 5: .7, 7: .8})}
for q in (-1, 0, 1):
    for Ei, Ef in ((0., 0.), (3e4, 5e3)):
        ex = explicit(Ar, chan(1), q, Ei, Ef)
        fo = sum(X(Ar, chan(1), l, q, Q, Ei, Ef)*umat(l, Q) for l in range(7) for Q in range(-l, l+1))
        assert abs(ex-fo).max() < 1e-10*abs(ex).max()
for k in (2, 4, 6):
    assert np.allclose(cmat(3, k, 1, 3), redC(3, k, 3)*umat(k, 1), atol=1e-11)

# exact diagonalization of f2 + fd + fg
d2 = [(1 << a) | (1 << b) for a, b in combinations(range(14), 2)]
d2 += [(1 << a) | (1 << b) for b in range(14, 42) for a in range(14)]
op2 = make_op(d2, 42)
Hso2 = zeta*op2(ls).toarray()
Hf2 = (coulomb(op2).toarray()+Hso2)[:91, :91]
e2, v2 = eigh(Hf2); Hf2 = Hf2-e2[0]*np.eye(91); e2 = e2-e2[0]
lev = np.split(np.arange(91), np.where(np.diff(e2) > 1e-3)[0]+1)
assert len(lev) == 13
J2 = [(len(g)-1)//2 for g in lev]
def embed(fun):
    h = np.zeros((21, 21), complex)
    for l, s in ((2, slice(7, 12)), (4, slice(12, 21))):
        h[:7, s] = fun(3, l, l); h[s, :7] = fun(l, 3, l)
    return op2(sp_(h)).toarray()
def exact_f2(A, ch, split=False):
    H = np.diag([0.]*91+[ch[2][0]]*140+[ch[4][0]]*252).astype(complex)
    H[:91, :91] = Hf2
    if split: H[91:, 91:] += Hso2[91:, 91:]
    H += embed(lambda a, b, l: vodd(A, ch[l][2], a, b))
    v = eigh(H)[1][:, :91]
    W = sum(abs(v.conj().T @ embed(lambda a, b, l: ch[l][1]*cmat(a, 1, q, b)) @ v)**2 for q in (-1, 0, 1))
    S = np.array([[W[np.ix_(f, i)].sum() for i in lev] for f in lev])
    return S-np.diag(np.diag(S))
Sx = exact_f2(Ar, chan(1)); Sf = np.zeros_like(Sx)
for lam in range(7):
    W = (v2.T @ op2(sp_(umat(lam, 0))).toarray()[:91, :91] @ v2)**2
    for a, f in enumerate(lev):
        for b, i in enumerate(lev):
            if a != b:
                Sf[a, b] += omega(Ar, chan(1), lam, e2[i[0]], e2[f[0]])*(2*lam+1)*W[np.ix_(f, i)].sum()
dev = abs(np.sqrt(Sx)-np.sqrt(Sf)).max()/sqrt(Sx.max())
assert dev < 1e-5
P0, S0 = [a for a in range(13) if J2[a] == 0]; H5 = J2.index(5)
odd = [s[H5, P0]/s[0, P0] for s in (Sx, exact_f2(Ar, chan(10)), exact_f2(Ar, chan(20)))]
assert odd[0] > 1e-6 and 3.6 < odd[1]/odd[2] < 4.4  # 1/Delta^2 up to E/Delta corrections
r_flat = Sx[P0, S0]/Sx.max()
s = exact_f2(Ar, chan(1), True); r_split = s[P0, S0]/s.max()
s = exact_f2({k: v for k, v in Ar.items() if k[0] > 1}, chan(1), True); r_no1 = s[P0, S0]/s.max()
assert r_flat < 1e-10 and r_no1 < 1e-10 and r_split > 1e-7
print("f2 test: Delta_d = 100000, Delta_g = 200000 cm^-1, random weak t=1..7 field")
print(f"f2 exact vs formula, max relative amplitude deviation = {dev:.1e}")
print("f2 S(3P0-3H5)/S(3P0-3H4) at Delta x1,x10,x20 = %.3e %.3e %.3e" % tuple(odd))
print(f"f2 S(1S0-3P0)/Smax: unsplit {r_flat:.0e}, split {r_split:.2e}, split without t=1 {r_no1:.0e}")

# f6 free ion in intermediate coupling
d6 = [sum(1 << a for a in c) for c in combinations(range(14), 6)]
op = make_op(d6, 14)
cas = lambda p, z: p.T @ p+z @ z+z
Lp, Lz, Sp, Sz = op(sp_(lp)), op(sp_(lz)), op(np.kron(I7, su)), op(np.kron(I7, sz))
Jsq = cas(Lp+Sp, Lz+Sz); M = np.rint((Lz+Sz).diagonal()).astype(int)
Hc, Hso = coulomb(op), op(ls); H0 = Hc+zeta*Hso
blk = lambda A, idx: A[idx][:, idx].toarray()
jof = lambda v, idx: (np.sqrt(1+4*np.sum(v*(blk(Jsq, idx) @ v), 0))-1)/2
free = {}
for m in range(M.min(), M.max()+1):
    idx = np.where(M == m)[0]; e, v = eigh(blk(H0, idx)); j = jof(v, idx)
    assert abs(j-np.rint(j)).max() < 1e-6
    free[m] = (idx, e, v, np.rint(j).astype(int))
i0, E0, V0, J0 = free[0]; ref = E0[0]; E0 = E0-ref
assert list(J0[:7]) == list(range(7))
iD = np.where(J0 == 0)[0][1]
allE = np.concatenate([free[m][1] for m in free])-ref; allJ = np.concatenate([free[m][3] for m in free])
proj = lambda x: np.concatenate([abs(free[m][2].T @ x[free[m][0]])**2 for m in free])
def full(idx, v):
    x = np.zeros(len(d6)); x[idx] = v; return x
def dops(A, ch, Ef=0.): return [op(sp_(explicit(A, ch, q, 0., Ef))) for q in (-1, 0, 1)]
def reached(D, a):
    w = sum(proj(d @ full(i0, V0[:, a])) for d in D)*(abs(allE-E0[a]) > 1e-4)
    w = np.bincount(allJ, w)/w.sum()
    assert all(x > 1e-9 or x < 1e-14 for x in w)
    return [j for j, x in enumerate(w) if x > 1e-9]
Dr = dops(Ar, chan(1))
for a, name in ((iD, "5D0"), (1, "7F1"), (3, "7F3")):
    got = reached(Dr, a)
    assert got == [j for j in range(13) if any(abs(j-J0[a]) <= l <= j+J0[a] for l in (2, 4, 6))]
    print(f"f6 closure: J' reached from {name}: {got}")
got = reached(dops(Ar, chan(1), -1e30), iD); assert got == [1, 2, 3, 4, 5, 6]
print(f"f6 one ordering only: J' reached from 5D0: {got}")
U = {l: blk(op(sp_(umat(l, 0))), i0) for l in (2, 4, 6)}
e, v = eigh(blk(Hc+1.0*Hso, i0)); jd = np.where(abs(jof(v, i0)) < 1e-3)[0][1]
uLS = [(2*l+1)*(v[:, l] @ U[l] @ v[:, 0])**2 for l in U]; uspin = 5*(v[:, 2] @ U[2] @ v[:, jd])**2
assert np.allclose(uLS, 1/7, atol=1e-5) and uspin < 1e-6
assert abs(redC(3, 2, 3)**2*uLS[0]/5-4/75) < 1e-5
print("zeta=1 cm^-1: u^2(7F2,4,6;7F0) = %.5f %.5f %.5f" % tuple(uLS), f"; u^2(7F2;5D0) = {uspin:.1e}")

# worked example
B = herm({(2, 0): 600., (4, 0): -500., (4, 3): 400., (6, 0): 300.})
A = herm({(1, 0): 2000., (3, 0): 5000., (3, 3): 3000., (5, 0): 3000., (5, 3): 2000.})
rfd = 0.5*cst.angstrom/cst.centi; ch = {2: (1e5, rfd, {t: 1. for t in TS})}
print(f"inputs: F2,F4,F6,zeta = {F[2]:.0f} {F[4]:.0f} {F[6]:.0f} {zeta:.0f} cm^-1")
print("B20,B40,B43,B60 =", *[f"{B[k]:.0f}" for k in ((2, 0), (4, 0), (4, 3), (6, 0))], "cm^-1")
print("A<r^t> 10,30,33,50,53 =", *[f"{A[k]:.0f}" for k in ((1, 0), (3, 0), (3, 3), (5, 0), (5, 3))], "cm^-1")
print(f"Delta(5d) = {ch[2][0]:.0f} cm^-1, <4f|r|5d> = {rfd:.1e} cm")
print("E(7F0..7F6) =", *[f"{x:.0f}" for x in E0[:7]], f"; E(5D0) = {E0[iD]:.0f} cm^-1")
te, tv = eigh(blk(100*cas(Sp, Sz)+cas(Lp, Lz), i0))
wt = lambda a, x: np.sum((tv[:, abs(te-x) < 1e-6].T @ V0[:, a])**2)
assert wt(iD, 606) > 0.5 and wt(0, 1212) > 0.8
print(f"weights: 7F0 = {wt(0,1212):.3f} 7F, {wt(0,606):.3f} 5D; 5D0 = {wt(iD,606):.3f} 5D, {wt(iD,1212):.3f} 7F")
g = -cst.physical_constants['electron g factor'][0]; mu = V0.T @ blk(Lz+g*Sz, i0) @ V0[:, iD]
assert abs(mu[0]) < 1e-8 and mu[1]**2 > 1e-4
print(f"|<7F1||L+gS||5D0>|^2 = {3*mu[1]**2:.4f}")
uF = {l: sqrt(2*l+1)*(V0.T @ U[l] @ V0[:, 0]) for l in U}; uD = {l: sqrt(2*l+1)*(V0.T @ U[l] @ V0[:, iD]) for l in U}
print("u^2(7F2,4,6;7F0) =", *[f"{uF[l][l]**2:.4f}" for l in U])
print("u^2(7F2,4,6;5D0) =", *[f"{uD[l][l]**2:.5f}" for l in U])
print("<3||C^k||3>, k=2,4,6 =", *[f"{redC(3,l,3):.4f}" for l in U])
print("Xi<r^t>^-1 (t,lam)=12,32,34,54,56:", *[f"{xi(t,l,ch):.3e}" for t, l in ((1,2),(3,2),(3,4),(5,4),(5,6))], "cm^2")
Om = {l: omega(A, ch, l) for l in U}
print("Omega2,4,6 =", *[f"{Om[l]/1e-20:.4f}" for l in U], "1e-20 cm^2")
D = dops(A, ch); F0, D0 = full(i0, V0[:, 0]), full(i0, V0[:, iD])
w = sum(proj(d @ D0) for d in D); Sfree = [w[abs(allE-E0[j]) < 1e-4].sum() for j in range(7)]
for l in U: assert abs(Sfree[l]/(Om[l]*uD[l][l]**2)-1) < 1e-8
assert max(Sfree[0], Sfree[1], Sfree[3], Sfree[5]) < 1e-14*Sfree[2]
print("no mixing, S(5D0-7F0..6) =", *[f"{x/1e-23:.3f}" for x in Sfree], "1e-23 cm^2")
K = {l: sum(uF[l][a]*uD[l][a]*(1/(0-E0[a])+1/(E0[iD]-E0[a])) for a in np.where(J0 == l)[0]) for l in U}
def amp(Ao, l, q):
    return redC(3, l, 3)*K[l]/(2*l+1)*sum(np.conj(v)*X(Ao, ch, l, q, Q) for (k, Q), v in B.items() if k == l)
Spert = lambda Ao: sum(abs(sum(amp(Ao, l, q) for l in U))**2 for q in (-1, 0, 1))
c20 = B[2, 0]*redC(3, 2, 3)*uF[2][2]/sqrt(5)/(0-E0[2]); X20 = X(A, ch, 2, 0, 0)
lead = c20*X20*uD[2][2]/sqrt(5); sg = np.sign(lead); sk = np.sign(-uF[2][2]*uD[2][2])
Vev = op(sp_(sum(v*cmat(3, k, q, 3) for (k, q), v in B.items())))
def cf(scale, r):
    idx = np.where(M % 3 == r)[0]; e, v = eigh(blk(H0+scale*Vev, idx), subset_by_index=[0, 24])
    return e-ref, [full(idx, v[:, a]) for a in range(25)]
def zeros(e, vs):
    a = int(np.argmax([abs(x @ F0) for x in vs])); b = int(np.argmax([abs(x @ D0) for x in vs]))
    assert abs(vs[a] @ F0) > 0.9 and abs(vs[b] @ D0) > 0.9
    return vs[a], vs[b], e[b]
s00 = lambda f, d, Ds: sum(abs(f @ (x @ d))**2 for x in Ds)
sc = 1e-3; fw, dw, _ = zeros(*cf(sc, 0)); F2 = full(i0, V0[:, 2])
A33 = herm({(3, 3): 3000., (5, 3): 2000.}); AD3 = herm({(3, 3): 3000j, (5, 3): 2000j})
for Ao in (A, A33): assert abs(s00(fw, dw, dops(Ao, ch))/sc**2/Spert(Ao)-1) < 5e-3
assert abs((fw @ F2)/(fw @ F0)/sc/c20-1) < 5e-3
st = [cf(1., r) for r in range(3)]; f1, d1, ED = zeros(*st[0])
Sex = np.zeros(7); rate = np.zeros(7); cnt = np.zeros(7, int)
for (e, vs), n in zip(st, (17, 16, 16)):
    for a in range(n):
        j = int(np.argmax(np.bincount(allJ, proj(vs[a])))); x = s00(vs[a], d1, D)
        Sex[j] += x; rate[j] += x*(ED-e[a])**3; cnt[j] += 1
assert list(cnt) == [2*j+1 for j in range(7)] and min(Sex[0], Sex[3], Sex[5]) > 1e-5*Sex[2]
sC, sD = s00(f1, d1, dops(A33, ch)), s00(f1, d1, dops(AD3, ch))
assert sD < 1e-14*sC and Spert(AD3) < 1e-14*Spert(A33)
print(f"c20^2: LS (4/75)(B20/E2)^2 = {4/75*(B[2,0]/E0[2])**2:.5f}, first order = {c20**2:.5f}, exact = {(f1@F2)**2:.5f}")
print(f"X(lam=2,q=0,Q=0) = {X20:.4e} cm")
print(f"S(5D0-7F2,M=0) = {X20**2*uD[2][2]**2/5/1e-23:.3f} 1e-23 cm^2, share of band = {X20**2/5/Om[2]:.3f}")
print("K2,K4,K6 (phase: 7F2 term positive) =", *[f"{sk*K[l]:.4e}" for l in U], "cm")
print(f"K2 from 7F2 mixed into 7F0 alone = {abs(uF[2][2]*uD[2][2])/E0[2]:.4e} cm")
print(f"0-0 amplitude, leading term = {abs(lead):.4e} cm")
print("0-0 amplitude lam=2,4,6 (leading term positive) =", *[f"{sg*amp(A,l,0):.4e}" for l in U], "cm")
print(f"S00 leading {lead**2/1e-23:.4f}, first order {Spert(A)/1e-23:.4f}, exact {Sex[0]/1e-23:.4f} 1e-23 cm^2")
print(f"field x {sc}: exact S00/scale^2 over first order = {s00(fw,dw,D)/sc**2/Spert(A):.5f}")
print("with mixing, S(5D0-7F0..6) =", *[f"{x/1e-23:.3f}" for x in Sex], "1e-23 cm^2")
nu = ED-st[0][0][0]
print(f"0-0 line: {nu:.0f} cm^-1 = {1e7/nu:.1f} nm")
print(f"0-0 transition dipole = {cst.e*sqrt(Sex[0])*cst.centi/(1e-21/cst.c):.3e} debye")
print(f"S00/S02 exact = {Sex[0]/Sex[2]:.5f}; nu^3-weighted I00/I02 = {rate[0]/rate[2]:.5f}")
print(f"p=3 odd terms only: S00 C3v = {sC:.3e} cm^2, D3/C3v = {sD/sC:.0e}")
print("all good")
```

Printed output:

```
f2 test: Delta_d = 100000, Delta_g = 200000 cm^-1, random weak t=1..7 field
f2 exact vs formula, max relative amplitude deviation = 1.1e-10
f2 S(3P0-3H5)/S(3P0-3H4) at Delta x1,x10,x20 = 2.494e-03 1.725e-05 4.231e-06
f2 S(1S0-3P0)/Smax: unsplit 8e-22, split 9.33e-04, split without t=1 7e-22
f6 closure: J' reached from 5D0: [2, 4, 6]
f6 closure: J' reached from 7F1: [1, 2, 3, 4, 5, 6, 7]
f6 closure: J' reached from 7F3: [1, 2, 3, 4, 5, 6, 7, 8, 9]
f6 one ordering only: J' reached from 5D0: [1, 2, 3, 4, 5, 6]
zeta=1 cm^-1: u^2(7F2,4,6;7F0) = 0.14286 0.14286 0.14286 ; u^2(7F2;5D0) = 1.2e-09
inputs: F2,F4,F6,zeta = 80000 60000 40000 1300 cm^-1
B20,B40,B43,B60 = 600 -500 400 300 cm^-1
A<r^t> 10,30,33,50,53 = 2000 5000 3000 3000 2000 cm^-1
Delta(5d) = 100000 cm^-1, <4f|r|5d> = 5.0e-09 cm
E(7F0..7F6) = 0 380 1043 1892 2858 3892 4958 ; E(5D0) = 16441 cm^-1
weights: 7F0 = 0.930 7F, 0.067 5D; 5D0 = 0.779 5D, 0.062 7F
|<7F1||L+gS||5D0>|^2 = 0.1172
u^2(7F2,4,6;7F0) = 0.1371 0.1400 0.1453
u^2(7F2,4,6;5D0) = 0.00346 0.00248 0.00022
<3||C^k||3>, k=2,4,6 = -1.3663 1.1282 -1.2774
Xi<r^t>^-1 (t,lam)=12,32,34,54,56: -3.207e-14 1.143e-14 2.234e-14 -3.622e-15 -2.430e-14 cm^2
Omega2,4,6 = 1.0869 2.7763 1.1860 1e-20 cm^2
no mixing, S(5D0-7F0..6) = 0.000 0.000 3.764 0.000 6.881 0.000 0.262 1e-23 cm^2
c20^2: LS (4/75)(B20/E2)^2 = 0.01765, first order = 0.01694, exact = 0.01290
X(lam=2,q=0,Q=0) = 2.0076e-10 cm
S(5D0-7F2,M=0) = 2.792 1e-23 cm^2, share of band = 0.742
K2,K4,K6 (phase: 7F2 term positive) = 1.9135e-05 -1.6682e-06 -1.9087e-05 cm
K2 from 7F2 mixed into 7F0 alone = 2.0895e-05 cm
0-0 amplitude, leading term = 6.8774e-13 cm
0-0 amplitude lam=2,4,6 (leading term positive) = 6.2983e-13 1.0002e-14 -1.0921e-13 cm
S00 leading 0.0473, first order 0.0282, exact 0.0208 1e-23 cm^2
field x 0.001: exact S00/scale^2 over first order = 0.99973
with mixing, S(5D0-7F0..6) = 0.021 0.002 4.015 0.106 6.520 0.040 0.192 1e-23 cm^2
0-0 line: 16456 cm^-1 = 607.7 nm
0-0 transition dipole = 2.191e-04 debye
S00/S02 exact = 0.00518; nu^3-weighted I00/I02 = 0.00641
p=3 odd terms only: S00 C3v = 5.654e-28 cm^2, D3/C3v = 3e-26
all good
```
